# Mass gains of the trimethylaluminium and water steps in alumina growth: a numerical check

```python
# Result under test: in a steady trimethylaluminium (TMA) / water growth cycle,
# with 1.5 CH4 released per TMA and the other 1.5 methyls exchanged for OH,
#   R = (water-step mass gain)/(TMA-step mass gain)
#     = 1.5 (M_W - M_M) / (M_T - 1.5 M_M), about 0.062.
# M_T, M_W, M_M: molar masses of TMA, water, methane (g/mol).
# x: methane released per adsorbed TMA during the TMA step.
# q: fraction of new surface groups lost through a leak channel.
# The formulas are compared with a random, atom-counting surface simulation.
import random
import numpy as np
from scipy.constants import N_A
from scipy.optimize import brentq

# Rounded standard atomic weights, g/mol (inputs)
WEIGHT = {"H": 1.008, "C": 12.011, "O": 15.999, "Al": 26.982}
M_T = WEIGHT["Al"] + 3 * WEIGHT["C"] + 9 * WEIGHT["H"]
M_W = 2 * WEIGHT["H"] + WEIGHT["O"]
M_M = WEIGHT["C"] + 4 * WEIGHT["H"]


def formula_gains(channel, q):
    """Return x and the gains per Al of the TMA and water steps."""
    x = 1.5 if channel in ("ideal", "held water") else 3*(1 - q)/(2 - q)
    tma_gain = M_T - x * M_M
    if channel == "ideal":
        water_gain = 1.5 * (M_W - M_M)
    elif channel == "condensation":
        water_gain = 1.5 * M_W - (3 - x) * M_M
    elif channel == "buried hydroxyl":
        water_gain = (3 - x) * (M_W - M_M)
    elif channel == "buried methyl":
        water_gain = x * (M_W - M_M)
    elif channel == "held water":
        water_gain = 1.5 * (M_W - M_M) + 1.5 * q * M_W
        tma_gain -= 1.5 * q * M_W
    else:
        raise ValueError(channel)
    return x, tma_gain, water_gain


def simulate(channel, q, start_fraction, cycles=4, capacity=30000, seed=7):
    """Adsorb molecules one by one and weigh the atom inventory."""
    rng = random.Random(seed)
    atoms = dict.fromkeys(WEIGHT, 0)

    def weigh():
        return sum(WEIGHT[name] * count for name, count in atoms.items())

    hydroxyl = round(start_fraction * capacity)
    held = 0
    history = []
    for _ in range(cycles):
        before = atoms.copy()
        mass_start = weigh()
        atoms["O"] -= held          # held water leaves unreacted
        atoms["H"] -= 2 * held
        held = 0
        methyl = adsorbed = methane = 0
        while True:
            fewest = max(0, 3 - (capacity - methyl))
            most = min(3, hydroxyl)
            if fewest > most:
                break
            lost = rng.randint(fewest, most)
            hydroxyl -= lost
            methyl += 3 - lost
            adsorbed += 1
            methane += lost
            atoms["Al"] += 1        # add AlC3H9, remove CH4 'lost' times
            atoms["C"] += 3 - lost
            atoms["H"] += 9 - 4 * lost
        mass_tma = weigh()
        exchanged = methyl
        if channel == "buried methyl":
            exchanged -= round(q * methyl)
        atoms["O"] += exchanged     # add H2O, remove CH4
        atoms["H"] += 2 * exchanged - 4 * exchanged
        atoms["C"] -= exchanged
        hydroxyl += exchanged
        if channel == "condensation":
            pairs = round(q * exchanged / 2)
            hydroxyl -= 2 * pairs
            atoms["O"] -= pairs
            atoms["H"] -= 2 * pairs
        elif channel == "buried hydroxyl":
            hydroxyl -= round(q * exchanged)
        elif channel == "held water":
            held = round(q * exchanged)
            atoms["O"] += held
            atoms["H"] += 2 * held
        mass_water = weigh()
        growth = {name: (atoms[name] - before[name]) / adsorbed
                  for name in atoms}
        history.append((methane / adsorbed,
                        (mass_tma - mass_start) / adsorbed,
                        (mass_water - mass_tma) / adsorbed, growth))
    return history


# Ideal cycle: different initial hydroxylations must all settle at x = 1.5.
# Tolerances cover the few sites left over in a finite integer simulation.
x_ideal, gain_tma, gain_water = formula_gains("ideal", 0.0)
ratio = gain_water / gain_tma
for start in (0.2, 0.6, 1.7):
    run = simulate("ideal", 0.0, start)
    assert abs(run[0][0] - 3 * start / (1 + start)) < 5e-4
    assert abs(run[0][0] - 1.5) > 0.1
    for x_run, tma_run, water_run, _ in run[1:]:
        assert abs(x_run - 1.5) < 5e-4
        assert abs(water_run / tma_run - ratio) < 1e-4
    film = run[-1][3]
    assert abs(film["O"] - 1.5) < 5e-4
    assert abs(film["C"]) < 5e-4 and abs(film["H"]) < 1e-3
    film_mass = sum(WEIGHT[name] * film[name] for name in film)
    assert abs(film_mass - gain_tma - gain_water) < 0.01
atomic_ratio = (1.5 * (WEIGHT["O"] - WEIGHT["C"] - 2 * WEIGHT["H"])
                / (WEIGHT["Al"] + 1.5 * (WEIGHT["C"] + 2 * WEIGHT["H"])))
assert abs(atomic_ratio - ratio) < 1e-12
assert round(ratio, 3) == 0.062
first_start = 0.6
first_run = simulate("ideal", 0.0, first_start)

# Leak channels, each at the same assumed size
leak = 0.02
channels = ("condensation", "buried hydroxyl", "buried methyl", "held water")
leak_results = {}
for channel in channels:
    x_leak, tma_leak, water_leak = formula_gains(channel, leak)
    x_run, tma_run, water_run, _ = simulate(channel, leak, 0.6)[-1]
    assert abs(x_run - x_leak) < 5e-4
    assert abs(water_run / tma_run - water_leak / tma_leak) < 1e-4
    leak_results[channel] = (x_leak, tma_leak, water_leak,
                             water_leak / tma_leak)
change = {c: abs(leak_results[c][3] / ratio - 1) for c in channels}
assert min(change["condensation"], change["held water"]) > \
    3 * max(change["buried hydroxyl"], change["buried methyl"])

# Example: rough typical alumina growth near 450 K on a quartz microbalance
temperature = 450.0             # K
growth_nm = 0.11                # nm per cycle
film_density = 3.0              # g/cm3
f0 = 6.0e6                      # Hz
quartz_density = 2.648          # g/cm3
quartz_shear = 2.947e11         # g/(cm s2)
drift_ppm = 1.0                 # ppm/K, assumed rough sensitivity
areal_total = film_density * growth_nm * 1e-7       # g/cm2
areal_tma = areal_total * gain_tma / (gain_tma + gain_water)
areal_water = areal_total - areal_tma
al_per_nm2 = areal_total / (gain_tma + gain_water) * N_A * 1e-14
methyl_per_nm2 = 1.5 * al_per_nm2
impedance = np.sqrt(quartz_density * quartz_shear)


def frequency_drop(areal_mass):
    return 2 * f0**2 * areal_mass / impedance


def resonance_drop(areal_mass):
    """Root of the full condition Z tan(pi f/f0) = -2 pi f m."""
    def condition(s):           # f = f0 (1 + s)
        return (np.tan(np.pi * s)
                + 2 * np.pi * f0 * (1 + s) * areal_mass / impedance)
    return -f0 * brentq(condition, -0.1, 0.1, xtol=1e-18, rtol=1e-14)


for mass in (areal_tma, areal_water):
    assert abs(resonance_drop(mass) / frequency_drop(mass) - 1) < 1e-5
drop_tma = frequency_drop(areal_tma)
drop_water = frequency_drop(areal_water)
drift_hz = drift_ppm * 1e-6 * f0
imitating_drift = drop_water / drift_hz

for name, value in WEIGHT.items():
    print(f"Atomic weight {name}: {value:.3f} g/mol")
print(f"Molar mass TMA: {M_T:.3f} g/mol")
print(f"Molar mass water: {M_W:.3f} g/mol")
print(f"Molar mass methane: {M_M:.3f} g/mol")
print(f"Gain per methyl exchanged: {M_W - M_M:.3f} g/mol")
print(f"Methane mass lost in TMA step: {1.5 * M_M:.3f} g/mol Al")
print(f"TMA-step gain: {gain_tma:.3f} g/mol Al")
print(f"Water-step gain: {gain_water:.3f} g/mol Al")
print(f"Cycle gain (AlO1.5): {gain_tma + gain_water:.3f} g/mol Al")
print(f"Mass-gain ratio R: {ratio:.5f} (no unit)")
print(f"Simulated R, last cycle: {first_run[-1][2]/first_run[-1][1]:.5f}")
print(f"Initial OH / methyl capacity: {first_start:.2f}")
for number, entry in enumerate(first_run[:3], 1):
    print(f"Simulated CH4 per TMA, cycle {number}: {entry[0]:.4f}")
print(f"Leak fraction q: {leak:.3f}")
for channel in channels:
    x_leak, tma_leak, water_leak, r_leak = leak_results[channel]
    print(f"{channel}: x = {x_leak:.4f}, R = {r_leak:.5f}, "
          f"change = {100 * (r_leak / ratio - 1):+.1f} %")
    print(f"  gains TMA, water: {tma_leak:.3f}, {water_leak:.3f} g/mol Al")
print(f"Growth temperature (rough): {temperature:.0f} K")
print(f"Growth per cycle (rough): {growth_nm:.2f} nm")
print(f"Film density (rough): {film_density:.1f} g/cm3")
print(f"Areal gain per cycle: {areal_total * 1e9:.2f} ng/cm2")
print(f"Areal gain, TMA step: {areal_tma * 1e9:.2f} ng/cm2")
print(f"Areal gain, water step: {areal_water * 1e9:.2f} ng/cm2")
print(f"Al added per cycle: {al_per_nm2:.2f} per nm2")
print(f"Methyls after TMA step: {methyl_per_nm2:.2f} per nm2")
print(f"Crystal frequency: {f0 / 1e6:.1f} MHz")
print(f"Quartz density: {quartz_density:.3f} g/cm3")
print(f"Quartz shear modulus: {quartz_shear:.3e} g/(cm s2)")
print(f"Frequency drop, TMA step: {drop_tma:.3f} Hz")
print(f"Frequency drop, water step: {drop_water:.3f} Hz")
print(f"Assumed thermal sensitivity: {drift_ppm:.1f} ppm/K")
print(f"Thermal frequency shift: {drift_hz:.1f} Hz/K")
print(f"Drift imitating water step: {imitating_drift:.4f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Atomic weight H: 1.008 g/mol
Atomic weight C: 12.011 g/mol
Atomic weight O: 15.999 g/mol
Atomic weight Al: 26.982 g/mol
Molar mass TMA: 72.087 g/mol
Molar mass water: 18.015 g/mol
Molar mass methane: 16.043 g/mol
Gain per methyl exchanged: 1.972 g/mol
Methane mass lost in TMA step: 24.064 g/mol Al
TMA-step gain: 48.023 g/mol Al
Water-step gain: 2.958 g/mol Al
Cycle gain (AlO1.5): 50.981 g/mol Al
Mass-gain ratio R: 0.06160 (no unit)
Simulated R, last cycle: 0.06160
Initial OH / methyl capacity: 0.60
Simulated CH4 per TMA, cycle 1: 1.1250
Simulated CH4 per TMA, cycle 2: 1.5000
Simulated CH4 per TMA, cycle 3: 1.5000
Leak fraction q: 0.020
condensation: x = 1.4848, R = 0.05625, change = -8.7 %
  gains TMA, water: 48.266, 2.715 g/mol Al
buried hydroxyl: x = 1.4848, R = 0.06190, change = +0.5 %
  gains TMA, water: 48.266, 2.988 g/mol Al
buried methyl: x = 1.4848, R = 0.06067, change = -1.5 %
  gains TMA, water: 48.266, 2.928 g/mol Al
held water: x = 1.5000, R = 0.07368, change = +19.6 %
  gains TMA, water: 47.482, 3.498 g/mol Al
Growth temperature (rough): 450 K
Growth per cycle (rough): 0.11 nm
Film density (rough): 3.0 g/cm3
Areal gain per cycle: 33.00 ng/cm2
Areal gain, TMA step: 31.09 ng/cm2
Areal gain, water step: 1.91 ng/cm2
Al added per cycle: 3.90 per nm2
Methyls after TMA step: 5.85 per nm2
Crystal frequency: 6.0 MHz
Quartz density: 2.648 g/cm3
Quartz shear modulus: 2.947e+11 g/(cm s2)
Frequency drop, TMA step: 2.534 Hz
Frequency drop, water step: 0.156 Hz
Assumed thermal sensitivity: 1.0 ppm/K
Thermal frequency shift: 6.0 Hz/K
Drift imitating water step: 0.0260 K
ALL CHECKS PASSED
```
